# Why scalar and vector potentials give opposite spin-orbit coupling

A particle of spin 1/2 sits in a smooth attractive well, in its lowest p level. If the well acts as an electrostatic potential energy, the Dirac equation places \(p_{3/2}\) above \(p_{1/2}\) by 143.5 microhartree. If the same well is added to the rest energy instead, \(p_{3/2}\) lies below \(p_{1/2}\) by 143.6 microhartree. The well is equally deep and the nonrelativistic orbital is the same, yet the splitting has changed sign and kept its size to within 0.1%. There is a third number to explain: if the well is electrostatic but the particle's magnetic moment is removed, the splitting is −143.55 microhartree, within 0.1% of the scalar value.

## What happens

Let \(U(r)\) be a static central potential energy and set \(\hbar=1\). The Dirac Hamiltonian is

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta(mc^2+S)+V .
\]

In the vector case \(V=U\), \(S=0\): the potential is the time component of a four-vector, with no spatial components. In the scalar case \(S=U\), \(V=0\): the potential is a Lorentz scalar and changes the rest energy. To order \(1/c^2\) the spin-orbit terms are

\[
H_{\rm so}=\pm\frac{1}{2m^2c^2}\,\frac{U'}{r}\,\mathbf L\cdot\mathbf s ,
\]

with the upper sign for the vector case and \(\mathbf s=\boldsymbol\sigma/2\). Thomas precession gives the lower sign in both cases. The vector potential also acts on the magnetic moment, which for \(g=2\) adds a term of opposite sign and twice the size.

## The two signs from the Dirac equation

Write \(H=\beta mc^2+O+\mathcal E\), with \(O=c\,\boldsymbol\alpha\cdot\mathbf p\) and \(\mathcal E=V+\beta S\). The operator \(O\) is odd, \(\beta O=-O\beta\), and couples upper to lower components; \(\mathcal E\) is even and commutes with \(\beta\). The Foldy-Wouthuysen method removes the odd part by a unitary transformation. Take \(X=\beta O/2mc^2\), which is anti-Hermitian and of order \(1/c\), and expand

\[
e^XHe^{-X}=H+[X,H]+\tfrac12[X,[X,H]]+\dots
\]

Using \(\beta^2=1\) and \(\beta O\beta=-O\), the commutators are

\[
[X,\beta mc^2]=-O,\qquad [X,O]=\frac{\beta O^2}{mc^2},\qquad
[X,[X,O]]=-\frac{O^3}{m^2c^4},
\]
\[
[X,[X,[X,O]]]=-\frac{\beta O^4}{m^3c^6},\qquad
[X,\mathcal E]=\frac{\beta[O,\mathcal E]}{2mc^2},
\]
\[
[X,[X,\mathcal E]]=-\frac{[O,[O,\mathcal E]]}{4m^2c^4}.
\]

Since \([X,\beta mc^2]=-O\), the \(k\)-fold commutator of \(X\) with \(O\) appears twice in the series: with \(1/k!\) from \(O\) itself and with \(-1/(k+1)!\) from \(\beta mc^2\). The net coefficients for \(k=0,1,2,3\) are \(0,\tfrac12,\tfrac13,\tfrac18\). The odd term \(O\) has gone, and

\[
H'=\beta\left(mc^2+\frac{O^2}{2mc^2}-\frac{O^4}{8m^3c^6}\right)
+\mathcal E-\frac{[O,[O,\mathcal E]]}{8m^2c^4}+O'+\dots
\]

The remaining odd part, \(O'=\beta[O,\mathcal E]/2mc^2-O^3/3m^2c^4\), is of order \(1/c\). A second transformation, with \(\beta O'/2mc^2\), removes it. By the same algebra this changes the even part by \(\beta O'^2/2mc^2\), which is of order \(1/c^4\) and can be dropped.

The double commutator separates the two cases. For the vector potential,

\[
[O,[O,V]]=O^2V-2\,OVO+VO^2 .
\]

For the scalar potential, moving \(\beta\) to the left past \(O\) costs a sign:

\[
[O,\beta S]=-\beta(OS+SO),
\]
\[
[O,[O,\beta S]]=\beta\,(O^2S+2\,OSO+SO^2).
\]

The middle term has changed sign, and it is the one that contains the spin. On the upper components, where \(\beta=1\), \(O^2\) becomes \(c^2p^2\) and \(OUO\) becomes \(c^2\,\boldsymbol\sigma\cdot\mathbf p\,U\,\boldsymbol\sigma\cdot\mathbf p\). From \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) and \(\mathbf p\times U\mathbf p=-i\nabla U\times\mathbf p\),

\[
\boldsymbol\sigma\cdot\mathbf p\,U\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot U\mathbf p+\boldsymbol\sigma\cdot(\nabla U\times\mathbf p)
=\mathbf p\cdot U\mathbf p+\frac{2U'}{r}\mathbf L\cdot\mathbf s .
\]

The last step uses \(\nabla U=U'\mathbf r/r\) and \(\boldsymbol\sigma=2\mathbf s\). The outer terms follow from \([p_i,[p_i,U]]=-\nabla^2U\), which gives \(p^2U+Up^2=2\,\mathbf p\cdot U\mathbf p-\nabla^2U\). Multiplying the double commutators by \(-1/8m^2c^4\) gives the corrections

\[
\text{vector:}\quad \frac{1}{m^2c^2}\left[\frac{\nabla^2U}{8}+\frac{U'}{2r}\mathbf L\cdot\mathbf s\right],
\]
\[
\text{scalar:}\quad \frac{1}{m^2c^2}\left[\frac{\nabla^2U}{8}-\frac{\mathbf p\cdot U\mathbf p}{2}-\frac{U'}{2r}\mathbf L\cdot\mathbf s\right].
\]

Both cases also contain \(-p^4/8m^3c^2\). The extra scalar term is the effect of a changed mass: replacing \(m\) by \(m+U/c^2\) in the kinetic energy and expanding gives \(-\mathbf p\cdot U\mathbf p/2m^2c^2\).

## Only the difference of the potentials couples to spin

Eliminating the lower components shows what happens when both potentials are present. With \(\varepsilon\) the energy without the rest energy, the lower row of the Dirac equation gives

\[
\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi}{D},\qquad D=2mc^2+\varepsilon-V+S ,
\]

and the upper row becomes

\[
\left[\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{D}\,\boldsymbol\sigma\cdot\mathbf p+V+S\right]\varphi=\varepsilon\varphi .
\]

The identity above, with \(c^2/D\) in place of \(U\), gives the spin-dependent part

\[
\frac{2}{r}\frac{d}{dr}\left(\frac{c^2}{D}\right)\mathbf L\cdot\mathbf s
=\frac{2c^2(V'-S')}{rD^2}\,\mathbf L\cdot\mathbf s
\approx\frac{V'-S'}{2m^2c^2\,r}\,\mathbf L\cdot\mathbf s .
\]

The normalization correction from \(\chi\) involves \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\) at this order, so it adds no spin dependence. In the nonrelativistic limit, where \(D\to2mc^2\), the orbital motion thus responds to \(V+S\); the spin-orbit coupling responds to \(V-S\), which also enters the spin-independent \(1/c^2\) corrections through \(D\). If \(V=S\), \(D\) is constant and the equation for \(\varphi\) contains no spin operator, so the splitting vanishes without any expansion in \(1/c\).

## Why: precession without a torque

The algebra fixes the signs; the motion of the spin explains them. Spin here means the spin in the particle's momentary rest frame, which is what \(\mathbf s\) represents after the Foldy-Wouthuysen transformation.

In that frame a torque linear in the spin has the form \(\mathbf N\times\mathbf s\), where \(\mathbf N\) must be an axial vector. A scalar field supplies its value, its time derivative and its gradient. The gradient is a polar vector, so a parity-conserving coupling linear in the field cannot use it as \(\mathbf N\). The scalar potential pushes the particle but does not turn its spin.

The spin nevertheless precesses as seen from the laboratory. Describe it by a four-vector \(W^\mu\) that equals \((0,\mathbf s)\) in the rest frame and is therefore orthogonal to the four-velocity \(u^\mu\). Without a torque its spatial part in the rest frame does not change, so \(dW^\mu/d\tau=\lambda u^\mu\). Differentiating \(W\cdot u=0\), with \(u\cdot u=-c^2\), gives \(\lambda=(W\cdot du/d\tau)/c^2\). For slow motion with acceleration \(\mathbf a\),

\[
\frac{d\mathbf W}{dt}=\frac{\mathbf v\,(\mathbf a\cdot\mathbf s)}{c^2}.
\]

A boost stretches the component of the spin along \(\mathbf v\) by \(\gamma\approx1+v^2/2c^2\). Undoing this gives \(\mathbf s=\mathbf W-\mathbf v(\mathbf v\cdot\mathbf W)/2c^2\). Differentiating, and dropping terms of order \(1/c^4\),

\[
\frac{d\mathbf s}{dt}
=\frac{\mathbf v(\mathbf a\cdot\mathbf s)}{c^2}
-\frac{\mathbf a(\mathbf v\cdot\mathbf s)+\mathbf v(\mathbf a\cdot\mathbf s)}{2c^2}
=\frac{\mathbf v(\mathbf a\cdot\mathbf s)-\mathbf a(\mathbf v\cdot\mathbf s)}{2c^2}.
\]

The numerator is \(\mathbf s\times(\mathbf v\times\mathbf a)=(\mathbf a\times\mathbf v)\times\mathbf s\), so

\[
\frac{d\mathbf s}{dt}=\boldsymbol\omega_T\times\mathbf s,\qquad
\boldsymbol\omega_T=\frac{\mathbf a\times\mathbf v}{2c^2}.
\]

This is Thomas precession. It depends on the path and not on the kind of force that bends it. A precession \(\boldsymbol\Omega\) is generated by the energy \(\boldsymbol\Omega\cdot\mathbf s\). At leading order both potentials give \(m\mathbf a=-U'\mathbf r/r\), hence \(\mathbf a\times\mathbf v=-(U'/m^2r)\,\mathbf L\), and

\[
\boldsymbol\omega_T\cdot\mathbf s=-\frac{1}{2m^2c^2}\frac{U'}{r}\mathbf L\cdot\mathbf s .
\]

This is the whole scalar spin-orbit term found from the Dirac equation.

## What the vector potential adds

Let the particle have charge \(q\) and move in an electric field \(\mathbf E\), so that \(m\mathbf a=q\mathbf E=-\nabla U\). In its rest frame there is a magnetic field \(\mathbf B'=-\mathbf v\times\mathbf E/c^2\), which is an axial vector and can exert a torque. With the moment \(\boldsymbol\mu=(gq/2m)\mathbf s\),

\[
\boldsymbol\mu\times\mathbf B'=-\frac{gq}{2m}\mathbf B'\times\mathbf s
\quad\Rightarrow\quad
\boldsymbol\Omega_m=\frac{gq}{2mc^2}\mathbf v\times\mathbf E=\frac{g}{2c^2}\mathbf v\times\mathbf a .
\]

Adding \(\boldsymbol\omega_T=-\mathbf v\times\mathbf a/2c^2\) and using \(\mathbf v\times\mathbf a=(U'/m^2r)\mathbf L\) gives

\[
H_{\rm so}^{\rm vector}=\frac{g-1}{2m^2c^2}\frac{U'}{r}\mathbf L\cdot\mathbf s .
\]

In units of the Thomas magnitude the parts are \(+g\) and \(-1\). For \(g=2\) the sum is \(+1\), equal and opposite to the scalar result. Equal size with opposite sign therefore depends on \(g=2\). It also explains the case \(V=S=U/2\): half the force is electric, so the magnetic part is \(2\times\tfrac12=1\), and it cancels the Thomas part.

This account can be tested by changing \(g\) in the Dirac equation itself. An anomalous moment \(\eta=(g-2)/2\) enters through the Pauli term

\[
H_P=\frac{\eta q}{2m}\,\beta\left(\frac{i\boldsymbol\alpha\cdot\mathbf E}{c}-\boldsymbol\Sigma\cdot\mathbf B\right).
\]

Here \(\boldsymbol\Sigma\) is the Pauli matrix vector acting on both upper and lower components. The bracket is the contraction of the field tensor with the spin matrices, so Lorentz covariance ties the electric term to the magnetic one. On the upper components the magnetic term is \(-(\eta q/m)\mathbf s\cdot\mathbf B\), which adds \(2\eta\) to \(g\).

With \(\mathbf B=0\) and \(q\mathbf E=-\nabla U\), \(H_P\) is odd and joins \(O\). The blocks of \(\beta\boldsymbol\alpha\) are \(+\boldsymbol\sigma\) at upper right and \(-\boldsymbol\sigma\) at lower left. The cross terms in \(O^2/2mc^2\) are then

\[
\frac{i\eta}{4m^2c^2}\left(\boldsymbol\sigma\cdot\mathbf p\;\boldsymbol\sigma\cdot\nabla U-\boldsymbol\sigma\cdot\nabla U\;\boldsymbol\sigma\cdot\mathbf p\right).
\]

Since a gradient has no curl, \(\mathbf p\times\nabla U=-\nabla U\times\mathbf p\), and the bracket equals \(-i\nabla^2U-2i\,\boldsymbol\sigma\cdot(\nabla U\times\mathbf p)\). The result is

\[
\frac{\eta}{4m^2c^2}\nabla^2U+\frac{\eta}{m^2c^2}\frac{U'}{r}\mathbf L\cdot\mathbf s .
\]

Added to the coefficient \(1/2\) for \(g=2\), this gives \(1/2+\eta=(g-1)/2\), as the precession argument requires. At \(g=0\) the torque is gone and the vector potential must give the scalar splitting to order \(1/c^2\). This is the third number in the opening paragraph.

## How large

The example uses Hartree atomic units with \(m=1\), \(c=137.036\) and the model well \(U=-10\,e^{-r^2/4}\). The nonrelativistic 1p level lies at −4.984 hartree and has \(\langle U'/r\rangle=3.5944\). From \(\mathbf L\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]\), its value is \(\tfrac12\) for \(p_{3/2}\) and \(-1\) for \(p_{1/2}\), a difference of \(\tfrac32\). The Thomas magnitude of the splitting is

\[
\frac32\cdot\frac{3.5944}{2\,(137.036)^2}=1.436\times10^{-4}\ \text{hartree}.
\]

In microhartree, the Thomas part is −143.55 and the magnetic part, twice as large, is +287.1, which leaves +143.55 for the vector case. The radial Dirac equation, solved with the small component eliminated as above, gives for \(E(p_{3/2})-E(p_{1/2})\):

- vector, \(g=2\): +143.53 microhartree (3.906 meV);
- scalar: −143.63 microhartree (−3.908 meV);
- vector, \(g=0\): −143.55 microhartree;
- vector, \(g=1\): −0.01 microhartree;
- \(V=S=U/2\): zero to the printed digits.

For the first two entries the deviation from the leading formula is 0.02% and 0.05% of the splitting. The numerical check confirms that these relative errors fall as \(1/c^2\) when \(c\) is varied. The equality of magnitudes is thus a leading-order result.

The levels themselves do not mirror each other. With \(\langle p^4\rangle=28.40\), \(\langle\nabla^2U\rangle=8.578\) and \(\langle\mathbf p\cdot U\mathbf p\rangle=-31.89\), the spin-independent shifts in microhartree are

\[
-\frac{28.40}{8c^2}=-189,\qquad \frac{8.578}{8c^2}=+57,\qquad \frac{31.89}{2c^2}=+849 .
\]

The last one is present in the scalar case alone: an attractive scalar well lowers the mass and so raises the kinetic energy. For \(p_{1/2}\) the spin-orbit shift is \(\mp96\), so the sums are \(-189+57-96=-228\) for the vector case and \(-189+57+849+96=+813\) for the scalar case. The Dirac equation gives −227.6 and +813.0.

The classical picture has the same signs. On a circular orbit of radius \(R\), \(|\mathbf v\times\mathbf a|=v^3/R\) and the period is \(2\pi R/v\), so the Thomas angle per turn is \(360^\circ\times v^2/2c^2\), or 1.80° at \(v=0.1c\). With the field tensor defined by \(m\,du^\mu/d\tau=qF^\mu{}_\nu u^\nu\), the rest-frame torque takes the covariant form \((gq/2m)F^\mu{}_\nu W^\nu\) plus a term along \(u^\mu\), which is fixed as before by \(W\cdot u=0\); this gives \(dW^\mu/d\tau=(gq/2m)F^\mu{}_\nu W^\nu-(g/2-1)\,u^\mu\,(W\cdot du/d\tau)/c^2\), which reduces to the torque-free equation at \(g=0\). Integrating it numerically gives −1.81° for \(g=0\), against the sense of the orbit, and +1.80° for \(g=2\), along it. For \(g=1\) the angle is −0.005°, so the two effects nearly cancel.

## What to do about it

**Establish the Lorentz character of a potential before attaching a spin-orbit term to it.** The nonrelativistic Schrödinger equation contains \(V+S\) and cannot tell the two apart. If a fraction \(x\) of \(U\) is scalar and the rest vector, then \(V'-S'=(1-2x)U'\), and for \(g=2\) the leading splitting is \(1-2x\) times the vector value. A fitted central potential therefore does not determine the splitting. For a local potential with \(U'>0\) and \(g=2\), an inverted doublet points to \(x>\tfrac12\); for other \(g\) the leading factor is \((1-x)g-1\) in units of the Thomas magnitude. The inference does not extend to non-local potentials: with purely electrostatic interactions, exchange with the core inverts the 3d doublets of Mg\(^+\) and Al\(^{2+}\) in frozen-core Dirac-Fock (about −0.8 and −2.0 cm\(^{-1}\)), while the local Hartree potential of the same core gives the normal order.

**Do not correct the scalar term by a factor for Thomas precession.** It already is the Thomas term. In the vector case the Thomas part reduces the magnetic part from \(g\) to \(g-1\), which is a halving for \(g=2\) and not for other values.

**Carry the mass term along with the spin-orbit term.** In the example the scalar mass term is about six times the splitting. A model that merely flips the sign of the vector spin-orbit coupling would get the doublet right and its position wrong.

**Keep the full denominator when \(V-S\) is not small compared with \(2mc^2\).** This can happen even in a shallow well, if large \(V\) and \(S\) of opposite sign nearly cancel in \(V+S\) and add in \(V-S\). The spin-orbit coupling is then strong although the binding is weak. The factor \(2c^2(V'-S')/rD^2\) then replaces its leading approximation, but the varying \(D\) also acts as a position-dependent mass and changes the orbital itself. For the model well with \(S=1000\,U\) and \(V=-999\,U\), the Dirac splitting is −0.62 hartree, the leading formula gives −0.29, and the full factor averaged over the nonrelativistic orbital gives −0.83. Solving the Dirac equation directly avoids both approximations.

## Numbers as computed

```
speed of light: 137.0360 a.u.
well depth: 10.0 hartree
well width (U = -depth exp(-r^2/width^2)): 2.0 bohr
nonrelativistic 1p energy: -4.983774 hartree
mean U'/r: 3.59438 hartree/bohr^2
mean p^4: 28.3972 a.u.
mean Laplacian of U: 8.5782 a.u.
mean p.U p: -31.8879 a.u.
splittings are E(p3/2) - E(p1/2)
Thomas part, formula: -143.554 microhartree
magnetic part for g=2, formula: 287.109 microhartree
vector total, formula: 143.554 microhartree
Dirac splitting, vector, g=2: 143.530 microhartree
  ratio to vector formula: 0.99983
Dirac splitting, scalar: -143.631 microhartree
  ratio to vector formula: -1.00053
Dirac splitting, vector, g=0: -143.550 microhartree
  ratio to vector formula: -0.99997
Dirac splitting, vector, g=1: -0.010 microhartree
  ratio to vector formula: -0.00007
Dirac splitting, V=S=U/2, magnitude: 0.0000 microhartree
vector splitting converted: 3.9057 meV
scalar splitting converted: -3.9084 meV
power of 1/c in relative splitting error, vector: 1.999
power of 1/c in relative splitting error, scalar: 2.001
level shift vector p1/2: Dirac -227.600, formula -227.627 microhartree
level shift vector p3/2: Dirac -84.070, formula -84.072 microhartree
level shift scalar p1/2: Dirac 812.961, formula 812.816 microhartree
level shift scalar p3/2: Dirac 669.330, formula 669.262 microhartree
leading angle per orbit at v=0.1c: 1.8000 degrees
classical spin turn per orbit at v=0.1c, g=0: -1.8136 degrees
classical spin turn per orbit at v=0.1c, g=1: -0.0045 degrees
classical spin turn per orbit at v=0.1c, g=2: 1.8045 degrees
```
